# Why one exponent cannot describe the long-range tail of helium

**Question**

For the helium ground state I use the spatial function \(e^{-\zeta(r_1+r_2)}\), with \(\zeta\) chosen to minimize the energy. I know that it misses correlation at short range. But the two electrons are identical and sit in the same orbital, so I expected the product to be adequate asymptotically: far out, each electron should decay with the same exponent. Is that right? If one electron moves far away while the other stays near the nucleus, how does the wave function decay in each coordinate? And would a polynomial in front of the exponential repair any fault?

**Answer**

It is not right. In the singlet ground state, the identity of the electrons means that the spatial function \(\Psi(\mathbf r_1,\mathbf r_2)\) is unchanged when the labels are exchanged. It does not mean that \(\Psi\) decays equally in \(r_1\) and \(r_2\) when the two distances are very different. The departing electron leaves a He\(^+\) ion behind, and the two parts obey different equations.

**Separating the far electron**

I use Hartree atomic units, a fixed nucleus of charge \(Z=2\) and no relativity:
\[
H=-\tfrac12\nabla_1^2-\tfrac12\nabla_2^2-\frac{Z}{r_1}-\frac{Z}{r_2}+\frac1{r_{12}} .
\]
Let \(r_1\) be large and \(r_2\) fixed, with \(\theta\) the angle between the two position vectors. Then
\[
\frac1{r_{12}}=\frac1{r_1}+\frac{r_2\cos\theta}{r_1^2}+\dots
\]
The first term turns the far electron's attraction \(-Z/r_1\) into \(-(Z-1)/r_1=-1/r_1\). To this order \(H\) is a sum of an inner and an outer part, so \(\Psi\to f(r_1)\varphi(r_2)\).

*Inner part.* For \(\varphi=e^{-Zr_2}\),
\[
-\tfrac12\Big(\varphi''+\frac{2}{r_2}\varphi'\Big)-\frac{Z}{r_2}\varphi
=\Big(-\frac{Z^2}{2}+\frac{Z}{r_2}-\frac{Z}{r_2}\Big)\varphi=-\frac{Z^2}{2}\varphi .
\]
The inner exponent is 2 and the ion energy is \(E_{\rm ion}=-2\).

Excited ion states have higher energies \(\varepsilon_n\). Free outer waves attached to them decay with \(\sqrt{2(\varepsilon_n-E)}\), which is larger; for \(\varepsilon_2=-0.5\) it is 2.19. The ion's ground state therefore governs the tail. Its amplitude is nonzero at every finite \(r_1\), because the helium ground state has no nodes and neither has \(\varphi\). This alone does not prove that the coefficient \(A\) of the tail below is nonzero; I assume that it is, and the computed decay rates support it.

*Outer part.* Put \(g=r_1f\) and let \(I=E_{\rm ion}-E\) be the ionization energy. Then
\[
-\tfrac12g''-\frac{g}{r_1}=-I\,g .
\]
Try \(g=r_1^{\nu}e^{-\kappa r_1}\). Since \(g'=(\nu/r_1-\kappa)g\),
\[
g''=\Big[\Big(\frac{\nu}{r_1}-\kappa\Big)^2-\frac{\nu}{r_1^2}\Big]g
=\Big[\kappa^2-\frac{2\kappa\nu}{r_1}+\frac{\nu(\nu-1)}{r_1^2}\Big]g .
\]
Inserting this and dividing by \(g\) gives
\[
\Big(I-\frac{\kappa^2}{2}\Big)+\frac{\kappa\nu-1}{r_1}-\frac{\nu(\nu-1)}{2r_1^2}=0 .
\]
The first two orders vanish if \(\kappa=\sqrt{2I}\) and \(\nu=1/\kappa\). The last term is left over and produces a correction to \(f\) of relative order \(1/r_1\). Hence
\[
\Psi\to A\,r_1^{1/\kappa-1}e^{-\kappa r_1}e^{-2r_2}\qquad(r_1\to\infty,\ r_2\ \text{fixed}).
\]

A converged variational calculation gives \(E=-2.903724\) hartree, so \(I=0.903724\) hartree (24.592 eV) and
\[
\kappa=\sqrt{2\times0.903724}=1.3444\ \text{bohr}^{-1},\qquad \frac1\kappa-1=-0.2562 .
\]
The definition of \(I\) also gives \(\kappa^2+Z^2=2|E|\): the exponents share the total energy, but unequally.

By symmetry the same form with the labels exchanged holds in the mirror region, \(r_2\to\infty\) at fixed \(r_1\). It is not valid where \(r_1\gg r_2\) and is not a correction term there. In a trial function that simply adds the two forms, the exchanged one is smaller there by a factor of order \(e^{-(2-\kappa)r_1}\), apart from powers. The limit says nothing about both electrons going far out together.

**Reading the rates from the wave function**

The variational function was built from polynomials times \(e^{-1.8(r_1+r_2)}\), so neither exponent was put in. With electron 2 at the nucleus, its mean decay rate between \(r_1=5\) and 7 bohr is 1.3871 bohr\(^{-1}\). The law, including its power of \(r_1\), predicts
\[
1.3444+\frac{0.2562\,\ln(7/5)}{2}=1.3875\ \text{bohr}^{-1}.
\]
The power contributes 0.043, so this comparison tests it as well as \(\kappa\). The close agreement is accidental. The energy does not fix the tail of a finite basis that sharply: bases of 946 to 1925 functions move the computed rate up by 0.001 to 0.0015, to between 1.3881 and 1.3886. The law itself also has a correction. Writing \(g=r_1^{\nu}e^{-\kappa r_1}(1+\alpha/r_1)\), the \(1/r_1^2\) terms require \(-\kappa\alpha-\nu(\nu-1)/2=0\), so \(\alpha=\nu(1-\nu)/(2\kappa)=0.071\). This correction alone adds \(\alpha(1/5-1/7)/2=0.002\) to the predicted rate, so the law is good to a few thousandths here.

The inner rate, taken at \(\theta=90^\circ\) between \(r_2=0.5\) and 1.5 bohr, is 1.861, 1.976 and 1.994 bohr\(^{-1}\) for \(r_1=2\), 4 and 6 bohr. Larger bases raise the last value by 0.001, to 1.995. The rate approaches 2 as the other electron leaves.

**The ion is polarized**

The dipole term pushes the inner electron to the side away from the departing one. Write the admixture as \(-f(r_1)\cos\theta\,\sigma_0(r_2)e^{-Zr_2}/r_1^2\), neglecting for now the derivatives of \(1/r_1^2\). Then \(\sigma_0\) must satisfy \(M(\sigma_0e^{-Zr_2})=r_2e^{-Zr_2}\), where
\[
M=-\tfrac12\Big(\frac{d^2}{dr_2^2}+\frac2{r_2}\frac{d}{dr_2}-\frac2{r_2^2}\Big)-\frac Z{r_2}+\frac{Z^2}2 .
\]
The term \(-2/r_2^2\) comes from the angular factor \(\cos\theta\). Direct differentiation gives
\[
M(r_2e^{-Zr_2})=Ze^{-Zr_2},\qquad M(r_2^2e^{-Zr_2})=(2Zr_2-2)e^{-Zr_2}.
\]
With \(\sigma_0=ar_2+br_2^2\), the linear terms require \(2Zb=1\) and the constants require \(Za=2b\). So
\[
\sigma_0=\frac{r_2}{Z^2}+\frac{r_2^2}{2Z}.
\]

A direct measure is the difference of \(\Psi\) between \(\theta=180^\circ\) and \(0^\circ\), divided by the sum. At \(r_2=1\) bohr the leading prediction is \(\sigma_0/r_1^2=0.5/r_1^2\), or 0.0139 at \(r_1=6\) bohr. The variational function gives 0.0209. This is not converged, because the energy hardly constrains so small a difference in the tail: bases of 946 to 1925 functions give 0.0196 to 0.0200, lower by about 0.001 and still about 40% above the leading prediction.

Much of the gap comes from the neglected derivatives. The product rule applied to \(-\tfrac12\,\partial^2/\partial r_1^2\) contains \(-(g'/g)\,\partial/\partial r_1\), and \(g'/g\approx-\kappa\). Acting on \(\sigma_0/r_1^2\), this gives \(-2\kappa\sigma_0/r_1^3\), which a further term \(\sigma_1/r_1^3\) must cancel: \(M(\sigma_1e^{-Zr_2})=2\kappa\sigma_0e^{-Zr_2}\). At the next order three more pieces enter: the part \(\nu/r_1\) of \(g'/g\), the second derivative, and the centrifugal term \(+1/r_1^2\) that \(\cos\theta\) brings for electron 1. Acting on \(\sigma_m/r_1^{m+2}\) they give \([\nu(m+2)-\tfrac12(m+2)(m+3)+1]\,\sigma_m/r_1^{m+4}\), so for \(m\ge2\)
\[
M(\sigma_me^{-Zr_2})=\Big[(m+1)\kappa\,\sigma_{m-1}+\Big(\tfrac12m(m+1)-m\nu-1\Big)\sigma_{m-2}\Big]e^{-Zr_2}.
\]
Each equation is solved by a polynomial, using \(M(r_2^je^{-Zr_2})=[Zj\,r_2^{j-1}-\tfrac12(j^2+j-2)r_2^{j-2}]e^{-Zr_2}\); for example \(\sigma_1(1)=0.542\kappa=0.728\). Some small effects that first enter at \(m=3\) are dropped. At 6 bohr, the \(1/r_1^2\) part of \(g'/g\) changes that term by less than \(10^{-5}\), and the coupling between the dipole and quadrupole parts of \(1/r_{12}\) changes it by about \(4\times10^{-5}\). The terms \(\sigma_m/r_1^{m+2}\) up to \(1/r_1^5\) give
\[
0.0139+0.0034+0.0014+0.0009=0.0196,
\]
which accounts for most of the gap. The octupole part of \(1/r_{12}\), left out here, adds only about 0.0002. The total of 0.0198 lies inside the range 0.0196 to 0.0200 of the larger bases, so the difference of about 0.001 from 0.0209 is mostly basis error. The cut series is itself uncertain by about its smallest term, 0.0008. The series is asymptotic: at 6 bohr its terms stop shrinking near \(m=4\) and then grow, so adding ever more of them would not improve the sum. At 6 bohr the leading polarization term alone is thus a poor estimate, although the decay rates are already close to their limits.

**What the single exponent does**

For the normalized orbital \(\sqrt{\zeta^3/\pi}\,e^{-\zeta r}\), each electron has kinetic energy \(\zeta^2/2\) and \(\langle1/r\rangle=\zeta\). The charge cloud of one electron produces the potential
\[
V(r)=\frac1r-e^{-2\zeta r}\Big(\zeta+\frac1r\Big),
\]
and averaging it over the other electron gives the repulsion
\[
4\zeta^3\int_0^\infty r^2e^{-2\zeta r}V\,dr
=4\zeta^3\Big(\frac1{4\zeta^2}-\frac1{32\zeta^2}-\frac1{16\zeta^2}\Big)=\frac{5\zeta}8 .
\]
Therefore
\[
E(\zeta)=\zeta^2-2Z\zeta+\frac{5\zeta}8,\qquad \zeta=Z-\frac5{16}=1.6875 .
\]
This lies between the two true exponents: the product falls too fast outside and too slowly inside. Setting \(\zeta=\kappa\) would mend the outer exponent but leave the inner one at 1.344 instead of 2.

At fixed \(r_2\), the ratio of the product to the true function behaves as \(r_1^{0.256}e^{-0.343r_1}\). At \(r_2=0.5\) bohr and \(\theta=90^\circ\), the computed ratio is 0.838, 0.498 and 0.279 for \(r_1=2\), 4 and 6 bohr. Continuing with the law to 10 bohr gives
\[
0.279\times e^{-0.343\times4}\times(10/6)^{0.256}\approx0.081,
\]
so less than 1% of the probability density is left there.

Large \(Z\) is a useful second case. To first order in the repulsion, \(E=-Z^2+5Z/8\), so \(I=Z^2/2-5Z/8\) and
\[
\kappa=Z\sqrt{1-\frac5{4Z}}\approx Z-\frac58 .
\]
The variational \(\zeta=Z-5/16\) is then halfway between \(\kappa\) and \(Z\). The relative difference of the exponents vanishes as \(Z\) grows, but the absolute difference does not, so the ratio still falls exponentially with \(r_1\).

**Does a polynomial help?**

Over a finite range, yes; in the limit, no. At fixed \(r_2\), a polynomial in \(r_1,r_2,r_{12}\) grows at most as some power \(r_1^n\). The decay rate becomes \(\zeta-n/r_1\), which tends to \(\zeta\). The accurate function used above shows both behaviours: its rate is 1.387 between 5 and 7 bohr, but 1.7999 at \(10^5\) bohr, back at its built-in 1.8. A larger polynomial basis can extend the good range, but with any fixed one the final exponent stays at its built-in value, which is wrong unless it was set to \(\kappa\).

**A compact function with two exponents**

The simplest repair is
\[
\big(e^{-ar_1-br_2}+e^{-br_1-ar_2}\big)(1+c\,r_{12}),
\]
with \(c=0\) if no explicit correlation is wanted. Energy errors, relative to the accurate variational energy and in millihartree, are:

| Exponents | \(c=0\) | \(c\) optimized |
|---|---|---|
| \(a=b\), optimized | 56.07 | 12.60 |
| \(a\ne b\), optimized | 28.06 | 2.30 |
| \(a=2,\ b=\kappa\) | 37.26 | 18.16 |

Two exponents halve the error without \(r_{12}\) and reduce it more than fivefold with it. The optimized pairs, (2.183, 1.189) and (2.208, 1.436), are not the asymptotic pair. The energy depends mostly on regions where \(\Psi\) is large, so a good energy does not certify the tail.

The last row holds a warning. Without \(r_{12}\), the asymptotic pair beats the best single exponent; with \(r_{12}\), it loses. The factor \(1+cr_{12}\) favours large separations and swells the atom. At fixed exponents (2, \(\kappa\)) the optimized \(c\) of the table is only 0.161, and even this gives a mean \(r_1\) of 0.975 bohr. Going instead from \(c=0\) to \(c=0.306\), the optimum for the scaled pair below, raises the mean of \(r_1\) from 0.916 to 1.014 bohr, while the accurate value is 0.9295 bohr. Multiplying both exponents by 1.093 brings the mean back to 0.922 bohr, and the energy error falls to 2.51 millihartree. The ratio of the exponents was suitable; their common scale was not.

If the tail itself matters, note that \(1+cr_{12}\) grows as \(cr_1\). It leaves the exponents alone but gives the power \(r_1^{1}\) in place of \(r_1^{-0.256}\). A correlation factor that levels off at large \(r_{12}\) avoids that growth, and \(a=2\), \(b=\kappa\) then gives both exponents correctly. The remaining numbers are in the numerical output below.

## Computed values

```
Basis functions, large basis: 372
Exponent built into large basis: 1.8 1/bohr
Helium energy, smaller basis: -2.9037243 hartree
Helium energy, large basis: -2.9037244 hartree
He+ energy: -2.0000 hartree
Ionization energy I: 0.903724 hartree = 24.592 eV
kappa = sqrt(2I): 1.3444 1/bohr
Power of r1 in the tail, 1/kappa - 1: -0.2562
Outer rate, r1 1 to 3 bohr, r2=0: 1.4435, law 1.4851 1/bohr
Outer rate, r1 3 to 5 bohr, r2=0: 1.4077, law 1.4098 1/bohr
Outer rate, r1 5 to 7 bohr, r2=0: 1.3871, law 1.3875 1/bohr
Inner rate, r2 0.5 to 1.5 bohr, r1=2 bohr, 90 deg: 1.8611 1/bohr
Inner rate, r2 0.5 to 1.5 bohr, r1=4 bohr, 90 deg: 1.9758 1/bohr
Inner rate, r2 0.5 to 1.5 bohr, r1=6 bohr, 90 deg: 1.9938 1/bohr
Back-front asymmetry, r2=1, r1=4 bohr: 0.0476, leading term 0.0312
Back-front asymmetry, r2=1, r1=6 bohr: 0.0209, leading term 0.0139
Polarization terms at r1=6 bohr, m=0..3: 0.0139 0.0034 0.0014 0.0009
Their sum: 0.0196
Outer rate of large basis at r1=100000 bohr: 1.7999 1/bohr
single, no r12: a=1.6875 b=1.6875 1/bohr, c=0.0000 1/bohr
   E=-2.84766 hartree, error 56.07 mhartree
split, no r12: a=2.1832 b=1.1885 1/bohr, c=0.0000 1/bohr
   E=-2.87566 hartree, error 28.06 mhartree
asymptotic pair, no r12: a=2.0000 b=1.3444 1/bohr, c=0.0000 1/bohr
   E=-2.86646 hartree, error 37.26 mhartree
single, with r12: a=1.8497 b=1.8497 1/bohr, c=0.3658 1/bohr
   E=-2.89112 hartree, error 12.60 mhartree
split, with r12: a=2.2084 b=1.4362 1/bohr, c=0.2927 1/bohr
   E=-2.90142 hartree, error 2.30 mhartree
asymptotic pair, with r12: a=2.0000 b=1.3444 1/bohr, c=0.1609 1/bohr
   E=-2.88556 hartree, error 18.16 mhartree
Best common scaling of the asymptotic pair, with r12: 1.0931
scaled pair, with r12: a=2.1863 b=1.4696 1/bohr, c=0.3059 1/bohr
   E=-2.90122 hartree, error 2.51 mhartree
Mean r1, accurate function: 0.9295 bohr
Mean r1, asymptotic pair, c=0: 0.9160 bohr
Mean r1, asymptotic pair, c=0.3059: 1.0138 bohr
Mean r1, scaled pair, c=0.3059: 0.9217 bohr
Product/accurate amplitude, r1=2, r2=0.5 bohr, 90 deg: 0.8381
Product/accurate amplitude, r1=4, r2=0.5 bohr, 90 deg: 0.4984
Product/accurate amplitude, r1=6, r2=0.5 bohr, 90 deg: 0.2790
Same ratio continued by the tail law to r1=10 bohr: 0.0806
Best single exponent zeta: 1.6875 1/bohr
```
